\section*{Biot–Savart and energy-derivative forms of the nuclear shielding tensor}

\section{What symmetry and dimensions fix}

A nucleus with magnetic moment $\mathbf m$ sits in a molecule in a uniform magnetic field $\mathbf B$. Both vectors are axial and both change sign under time reversal. The electronic energy is a scalar and is even under time reversal of the whole system, so the lowest term that couples them is
\begin{equation}
E_{mB}=\sum_{ji}m_j\,\sigma_{ji}\,B_i ,\qquad
\sigma_{ji}=\left.\frac{\partial^2E}{\partial m_j\,\partial B_i}\right|_{0}.
\label{def}
\end{equation}
The first index of $\sigma$ belongs to the moment, the second to the field. The direct energy $-\mathbf m\cdot\mathbf B$ is not part of the electronic energy. Adding it gives $-\mathbf m\cdot(\mathbf 1-\sigma)\mathbf B$, so the nucleus feels the field $\mathbf B+\mathbf B_{\rm ind}$ with $\mathbf B_{\rm ind}=-\sigma\mathbf B$. The task is to show that this $\mathbf B_{\rm ind}$ is the Biot--Savart field of the electronic current.

We use Hartree atomic units, with electron charge $-1$ and $\mu_0/4\pi=\alpha^2$. The field has a vector potential of size $Br$, the moment one of size $\alpha^2m/r^2$. Their product is $\alpha^2mB/r$, so $\sigma$ is $\alpha^2=5.325\times10^{-5}$ times a number set by the electronic structure.

Symmetry also restricts the tensor. In a linear molecule with the bond along $z$, the total $\sigma$ is diagonal with $\sigma_{xx}=\sigma_{yy}$. Its diamagnetic and paramagnetic parts need not share this form, because they depend on a gauge origin that may lie off the axis.

\section{Hamiltonian and assumptions}

The nuclei are clamped, the Hamiltonian is nonrelativistic, and the ground state $\Psi_0$ is a nondegenerate closed-shell singlet, chosen real. Let $\mathbf r_N=\mathbf r-\mathbf R_N$ and $\mathbf r_O=\mathbf r-\mathbf R_O$, with $O$ the gauge origin. Then
\begin{align}
H&=\sum_k\tfrac12\left(\mathbf p+\mathbf A_0+\mathbf a\right)_k^2+V,\label{H}\\
\mathbf A_0&=\tfrac12\mathbf B\times\mathbf r_O,\qquad
\mathbf a=\alpha^2\,\frac{\mathbf m\times\mathbf r_N}{r_N^3}.\label{A}
\end{align}
The plus signs in \eqref{H} come from the negative electron charge.

Spin terms do not contribute to \eqref{def}. The spin--field coupling is proportional to the total spin, which annihilates a singlet. The couplings of $\mathbf m$ to electron spin are triplet operators, and they have no matrix element between $\Psi_0$ and the singlet first-order function produced by the orbital field coupling.

\subsection{The point moment as a limit}

The term $\tfrac12a^2$ grows as $r_N^{-4}$, and its expectation value diverges if the density at the nucleus is nonzero. We therefore spread $\mathbf m$ uniformly over a ball of radius $s$. By analogy with the electric field of a uniformly charged ball, this replaces $r_N^{-3}$ in \eqref{A} by
\begin{equation}
f_s(r_N)=\begin{cases}s^{-3},&r_N<s,\\ r_N^{-3},&r_N\ge s.\end{cases}
\end{equation}
The derivative at $\mathbf m=0$ is taken first, which removes the quadratic term, and $s\to0$ follows. For an $s$-type density with value $\rho(0)$ at the nucleus, the leading behaviour is
\begin{align}
\int\!\rho\left(\frac1{r}-r^2f_s\right)d^3r
&\simeq4\pi\rho(0)\left(\frac{s^2}{2}-\frac{s^2}{5}\right)
=\frac{6\pi}{5}\rho(0)s^2,\\
\int\!\rho\,r^2f_s^2\,d^3r
&\simeq4\pi\rho(0)\left(\frac1{5s}+\frac1s\right)
=\frac{24\pi}{5}\frac{\rho(0)}{s}.
\end{align}
The first integral is the loss in the quantity that governs diamagnetic shielding; it vanishes. The second sets the expectation value of $\tfrac12a^2$, which is quadratic in $\mathbf m$; it diverges. For the hydrogen $1s$ density, $\rho(0)=1/\pi$, the formulas give $1.2\,s^2$ and $4.8/s$. At $s=10^{-4}$ bohr the computed integrals are $1.200\times10^{-8}$ and $4.79\times10^{4}$ in atomic units.

The limit also exists for a general bounded current density $\mathbf j$. The part of the Biot--Savart integral changed by the spreading is at most
\begin{equation}
\alpha^2\max|\mathbf j|\,4\pi\int_0^s r^3\left(r^{-3}-s^{-3}\right)dr
=3\pi\alpha^2s\max|\mathbf j| ,
\end{equation}
which goes to zero. From here on we write $r_N^{-3}$ and understand this limit.

\section{The total shielding}

Write $\mathbf a_j=\partial\mathbf a/\partial m_j=\alpha^2\,\mathbf e_j\times\mathbf r_N/r_N^3$. At $\mathbf m=0$ but finite $\mathbf B$, \eqref{H} gives
\begin{equation}
\frac{\partial H}{\partial m_j}
=\tfrac12\sum_k\left[(\mathbf p+\mathbf A_0)\cdot\mathbf a_j
+\mathbf a_j\cdot(\mathbf p+\mathbf A_0)\right]_k .
\label{dH}
\end{equation}
Let $\Psi$ be the normalized ground state in the field $\mathbf B$. The Hellmann--Feynman theorem says that $\partial E/\partial m_j$ is the expectation value of \eqref{dH}: the terms from the change of $\Psi$ add up to $E\,\partial\langle\Psi|\Psi\rangle/\partial m_j=0$. The two products in \eqref{dH} are adjoints of each other, so their half-sum has the real part of either as its expectation value:
\begin{equation}
\frac{\partial E}{\partial m_j}
={\rm Re}\,\Big\langle\Psi\Big|\sum_k\mathbf a_j\cdot(\mathbf p+\mathbf A_0)_k\Big|\Psi\Big\rangle .
\label{hf}
\end{equation}
Moving $\mathbf p$ from one side to the other could leave a surface term on a small sphere around the nucleus. That term contains $\mathbf a_j\cdot\mathbf r_N$, which is zero because $\mathbf a_j$ is perpendicular to $\mathbf r_N$.

The charge current density of $n$ electrons is
\begin{equation}
\mathbf j(\mathbf r)=-n\int{\rm Re}\left[\Psi^*(\mathbf p+\mathbf A_0)\Psi\right]d\tau' ,
\label{j}
\end{equation}
where $\mathbf p$ and $\mathbf A_0$ act on the electron at $\mathbf r$, and $d\tau'$ covers its spin and all coordinates of the others. The minus sign is the electron charge. Since $\mathbf a_j$ is a real function of position, \eqref{hf} becomes
\begin{align}
\frac{\partial E}{\partial m_j}
&=-\int\mathbf a_j\cdot\mathbf j\,d^3r
=-\alpha^2\int\frac{(\mathbf e_j\times\mathbf r_N)\cdot\mathbf j}{r_N^3}\,d^3r\nonumber\\
&=-\alpha^2\,\mathbf e_j\cdot\int\frac{\mathbf r_N\times\mathbf j}{r_N^3}\,d^3r ,
\label{triple}
\end{align}
where the last step is the cyclic rule for the triple product.

The Biot--Savart field at the nucleus contains the vector from source to field point, $\mathbf R_N-\mathbf r=-\mathbf r_N$:
\begin{equation}
\mathbf B_{\rm ind}(\mathbf R_N)
=\alpha^2\int\frac{\mathbf j\times(-\mathbf r_N)}{r_N^3}\,d^3r
=\alpha^2\int\frac{\mathbf r_N\times\mathbf j}{r_N^3}\,d^3r .
\label{bs}
\end{equation}
The minus sign is absorbed by exchanging the factors of the cross product. Comparing \eqref{triple} with \eqref{bs},
\begin{equation}
\frac{\partial E}{\partial m_j}=-B_{{\rm ind},j}(\mathbf R_N).
\end{equation}
Differentiation with respect to $B_i$ at zero field gives the total result. With $\mathbf j_i=\partial\mathbf j/\partial B_i$,
\begin{equation}
\sigma_{ji}=-\frac{\partial B_{{\rm ind},j}(\mathbf R_N)}{\partial B_i}
=-\alpha^2\,\mathbf e_j\cdot\int\frac{\mathbf r_N\times\mathbf j_i}{r_N^3}\,d^3r .
\label{main}
\end{equation}

\section{The two parts}

\subsection{Splitting the energy}

Both vector potentials are divergence-free, so $\mathbf p$ commutes with each inside a scalar product. Expanding the square in \eqref{H} for one electron gives
\begin{equation}
\tfrac12p^2+\mathbf A_0\cdot\mathbf p+\mathbf a\cdot\mathbf p
+\mathbf A_0\cdot\mathbf a+\tfrac12A_0^2+\tfrac12a^2 .
\end{equation}
The last two terms are not bilinear in $\mathbf m$ and $\mathbf B$ and do not enter \eqref{def}. Cyclic rearrangement of the linear terms yields, with $\mathbf L_O=\mathbf r_O\times\mathbf p$ and $\mathbf L_N=\mathbf r_N\times\mathbf p$,
\begin{equation}
h^B_i=\tfrac12\sum_kL_{O,i},\qquad
h^m_j=\alpha^2\sum_k\frac{L_{N,j}}{r_N^3}.
\label{ops}
\end{equation}
Let $\Psi=\Psi_0+\sum_iB_i\Psi_i+\dots$, with $\langle\Psi_0|\Psi_i\rangle=0$. At finite $\mathbf B$ the operator in \eqref{dH} is $h^m_j+\sum_k\mathbf a_j\cdot\mathbf A_0$. The part of its expectation value linear in $B_i$ is
\begin{equation}
\sigma_{ji}=
\underbrace{\Big\langle\Psi_0\Big|\sum_k\mathbf a_j\cdot\tfrac12(\mathbf e_i\times\mathbf r_O)\Big|\Psi_0\Big\rangle}_{\sigma^{\rm d}_{ji}}
+\underbrace{2\,{\rm Re}\langle\Psi_0|h^m_j|\Psi_i\rangle}_{\sigma^{\rm p}_{ji}} .
\label{split}
\end{equation}

\subsection{Diamagnetic part}

The explicit $\mathbf A_0$ in \eqref{j}, taken with the field-free density $\rho$, gives
\begin{equation}
\mathbf j^{\rm d}_i=-\tfrac12\rho\,\mathbf e_i\times\mathbf r_O .
\end{equation}
Inserting this in \eqref{main} and using $\mathbf u\times(\mathbf v\times\mathbf w)=\mathbf v(\mathbf u\cdot\mathbf w)-\mathbf w(\mathbf u\cdot\mathbf v)$,
\begin{align}
-\alpha^2\mathbf e_j\cdot\int\frac{\mathbf r_N\times\mathbf j^{\rm d}_i}{r_N^3}\,d^3r
&=\frac{\alpha^2}{2}\int\rho\,
\frac{\mathbf e_j\cdot[\mathbf r_N\times(\mathbf e_i\times\mathbf r_O)]}{r_N^3}\,d^3r\nonumber\\
&=\frac{\alpha^2}{2}\int\rho\,
\frac{\delta_{ij}\,\mathbf r_O\cdot\mathbf r_N-r_{O,j}\,r_{N,i}}{r_N^3}\,d^3r .
\label{dia}
\end{align}
On the energy side, \eqref{split} contains $(\mathbf e_j\times\mathbf r_N)\cdot(\mathbf e_i\times\mathbf r_O)$. The cyclic rule turns this into $\mathbf e_j\cdot[\mathbf r_N\times(\mathbf e_i\times\mathbf r_O)]$, the same integrand with the same prefactor. The diamagnetic parts are therefore equal.

For $O=N$ the trace of the numerator in \eqref{dia} is $3r_N^2-r_N^2=2r_N^2$, and the isotropic mean is
\begin{equation}
\sigma^{\rm d}_{\rm iso}=\frac{\alpha^2}{3}\Big\langle\sum_k\frac1{r_N}\Big\rangle .
\label{lamb}
\end{equation}
In a spherical closed-shell atom with $O=N$, $\mathbf L_O\Psi_0=0$, so there is no paramagnetic part and \eqref{lamb} is the whole shielding.

\subsection{Paramagnetic part}

The field-induced change of the wavefunction in \eqref{j}, with the canonical momentum, gives
\begin{equation}
\mathbf j^{\rm p}_i=-n\int{\rm Re}\left[\Psi_i^*\,\mathbf p\,\Psi_0
+\Psi_0^*\,\mathbf p\,\Psi_i\right]d\tau' .
\label{jp}
\end{equation}
By the steps that led to \eqref{triple}, read backwards, its Biot--Savart contribution to $\sigma_{ji}$ is
\begin{align}
-\int\mathbf a_j\cdot\mathbf j^{\rm p}_i\,d^3r
&={\rm Re}\left[\langle\Psi_i|h^m_j|\Psi_0\rangle
+\langle\Psi_0|h^m_j|\Psi_i\rangle\right]\nonumber\\
&=2\,{\rm Re}\langle\Psi_0|h^m_j|\Psi_i\rangle=\sigma^{\rm p}_{ji}.
\end{align}
The first line uses $\mathbf a_j\cdot\mathbf p=\alpha^2L_{N,j}/r_N^3$, and the second that $h^m_j$ is Hermitian. The paramagnetic parts are equal as well.

The sum over states follows from the first-order equation $(H_0-E_0)\Psi_i=-h^B_i\Psi_0$. No mean value appears on the right, because an imaginary Hermitian operator has zero expectation value in a real state. Projecting on the excited states $\Psi_n$ gives
\begin{equation}
\sigma^{\rm p}_{ji}=-\sum_{n\ne0}
\frac{\langle\Psi_0|h^m_j|\Psi_n\rangle\langle\Psi_n|h^B_i|\Psi_0\rangle+{\rm c.c.}}{E_n-E_0}.
\end{equation}
Because $h^m$ and $h^B$ are different operators, this expression has no definite sign. For a point moment $h^m_j\Psi_0$ need not be normalizable. A $p$ component of $\Psi_0$ behaves as $r_N$ near the nucleus, and $h^m_j$ turns it into $r_N^{-2}$, whose squared norm diverges. The shielding does not need this norm. It needs only matrix elements of $h^m_j\Psi_0$ with $\Psi_i$ or $\Psi_n$. These functions are bounded at the nucleus, and the volume element $r_N^2\,dr_N$ cancels the $r_N^{-2}$, so the matrix elements are finite.

\section{Working equations for Hartree--Fock}

In restricted Hartree--Fock the energy is stationary with respect to the orbitals. If the basis does not depend on $\mathbf m$, then $\partial E/\partial m_j$ is again the expectation value of \eqref{dH}, and the proof applies in any fixed finite basis. The many-electron sum over states is replaced by coupled response.

For real basis functions $\chi_\mu$ define the antisymmetric matrices
\begin{equation}
G^i_{\mu\nu}=\langle\chi_\mu|(\mathbf r_O\times\nabla)_i|\chi_\nu\rangle,\quad
Q^j_{\mu\nu}=\Big\langle\chi_\mu\Big|\frac{(\mathbf r_N\times\nabla)_j}{r_N^3}\Big|\chi_\nu\Big\rangle .
\end{equation}
With $\mathbf p=-i\nabla$, \eqref{ops} reads $h^B_i=-\tfrac i2G^i$ and $h^m_j=-i\alpha^2Q^j$. The first-order density matrix, summed over spin, is $iA^i$ with $A^i$ real and antisymmetric. It does not change the density at first order, so the Coulomb term drops out and exchange remains. The first-order Fock matrix is $if$, with
\begin{equation}
f=-\tfrac12G^i-\tfrac12K[A^i],\qquad
K[A]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\sigma\nu)A_{\lambda\sigma}.
\end{equation}
Projecting the first-order orbital equation for occupied orbital $k$ on virtual orbital $a$ gives the mixing coefficient $iu_{ak}$. The matrices $C_{\rm v}$ and $C_{\rm o}$ hold the virtual and occupied orbitals:
\begin{equation}
u_{ak}=-\frac{(C_{\rm v}^{T}fC_{\rm o})_{ak}}{\varepsilon_a-\varepsilon_k},\qquad
A^i=2\left(C_{\rm v}uC_{\rm o}^{T}-C_{\rm o}u^{T}C_{\rm v}^{T}\right).
\end{equation}
The factor 2 is the occupation, and the minus sign comes from the complex conjugate of $iu$. These equations are iterated until $A^i$ is stationary. Then
\begin{align}
\mathbf j^{\rm p}_i(\mathbf r)&=-\sum_{\mu\nu}A^i_{\nu\mu}\,\chi_\mu\nabla\chi_\nu ,\label{jpao}\\
\sigma^{\rm p}_{ji}&=\sum_{\mu\nu}(-i\alpha^2Q^j_{\mu\nu})(iA^i_{\nu\mu})
=\alpha^2\sum_{\mu\nu}Q^j_{\mu\nu}A^i_{\nu\mu}.\label{trace}
\end{align}
Inserting \eqref{jpao} in \eqref{main} reproduces \eqref{trace}. The kernel in \eqref{main} grows as $r_N^{-2}$, but the volume element on a grid centred at $N$ supplies $r_N^2$, so the radial integrand stays finite.

\section{Gauge origin and current conservation}

Move the gauge origin by $\mathbf D$, so that $\mathbf r_O\to\mathbf r_O-\mathbf D$. Then $\mathbf A_0$ changes by $\nabla\chi$ with $\chi=-\tfrac12(\mathbf B\times\mathbf D)\cdot\mathbf r$. An exact state absorbs this in the phase $\exp(-i\sum_k\chi_k)$, and $\mathbf j$ is unchanged. The parts shift oppositely:
\begin{equation}
\Delta\mathbf j^{\rm d}=+\tfrac12\rho\,\mathbf B\times\mathbf D,\qquad
\Delta\mathbf j^{\rm p}=-\tfrac12\rho\,\mathbf B\times\mathbf D .
\end{equation}
With $\mathbf g=\langle\sum_k\mathbf r_N/r_N^3\rangle$, \eqref{dia} gives
\begin{equation}
\Delta\sigma^{\rm d}_{ji}=-\frac{\alpha^2}{2}\left(\delta_{ij}\,\mathbf D\cdot\mathbf g-D_j\,g_i\right).
\label{shift}
\end{equation}
The phase factor is a product of one-electron factors, so it turns a determinant into a determinant, and Hartree--Fock in a complete basis is origin independent for the same reason as the exact state. A finite basis cannot in general represent the phase factor, so $\Delta\sigma^{\rm p}$ cancels \eqref{shift} only approximately. The equality of the energy and current forms is not affected, provided both use the same $O$.

The partial currents are not separately conserved. Since $\nabla\cdot(\mathbf B\times\mathbf r_O)=0$,
\begin{equation}
\nabla\cdot\mathbf j^{\rm d}=-\tfrac12(\mathbf B\times\mathbf r_O)\cdot\nabla\rho ,
\end{equation}
which is in general nonzero. The partial Biot--Savart integrals are thus contributions to a field, not fields of two steady currents. The total current is conserved when the energy is stationary under local phase changes. Replacing $\Psi$ by $\exp(i\epsilon\sum_k\eta(\mathbf r_k))\Psi$ at fixed $\mathbf A_0$ changes the energy to first order by $-\epsilon\int\nabla\eta\cdot\mathbf j\,d^3r=\epsilon\int\eta\,\nabla\cdot\mathbf j\,d^3r$. If this vanishes for every $\eta$, then $\nabla\cdot\mathbf j=0$. That holds for an exact state and for Hartree--Fock in a complete basis, but not in general in a finite basis. For a localized current, integration by parts gives $\int j_a\,d^3r=-\int r_a\nabla\cdot\mathbf j\,d^3r$, so a conserved current has zero volume integral, and a nonzero integral shows that a current is not conserved.

\section{Example: N$_2$}

The bond length is set to 2.07 bohr, and the level is restricted Hartree--Fock in the cc-pVTZ basis. Correlation, vibration, relativity and the rest of the basis are left out. The probed nucleus is at the origin, and the other lies on the positive $z$ axis.

For $O=N$ the computed $\langle\sum_k1/r_N\rangle=21.6547$ bohr$^{-1}$ gives, from \eqref{lamb},
\begin{equation}
\sigma^{\rm d}_{\rm iso}=\tfrac13(5.3251\times10^{-5})(21.6547)=384.4\ {\rm ppm}.
\end{equation}
The current integral gives the same value. The components, in ppm, are:
\begin{center}
\begin{tabular}{lrrr}
$O=N$ & $xx=yy$ & $zz$ & mean\\
diamagnetic & 407.2 & 338.7 & 384.4\\
paramagnetic & $-724.0$ & 0.0 & $-482.7$\\
total & $-316.8$ & 338.7 & $-98.3$
\end{tabular}
\end{center}
With the gauge origin on the axis, a field along the bond gives no paramagnetic part: $L_{O,z}$ then generates rotations about the bond, and the closed-shell state is unchanged by them. For a perpendicular field the paramagnetic part outweighs the diamagnetic one. In this basis the isotropic shielding is $-98$ ppm, so in a field of 10 T the averaged induced field is $+0.98$ mT, along the applied field. The diamagnetic row is stable to 0.1 ppm against enlarging the basis, but the paramagnetic row is not converged. With $O=N$, cc-pVQZ gives a paramagnetic $xx$ element of $-734.9$ ppm and an isotropic total of $-105.5$ ppm. The uncontracted cc-pVTZ set with two added tight $p$ shells (exponents 110 and 450) gives $-747.5$ and $-114.0$ ppm. The cc-pVTZ total is therefore uncertain by at least 16 ppm within Hartree--Fock.

The paramagnetic $xx$ element was found from self-consistent energies with field and moment both present through the linear operators \eqref{ops} alone, from \eqref{trace}, and from the current integral. All three give $-724.006$ ppm. Over all elements and three gauge origins, the current integral and \eqref{trace} differ by at most $1.3\times10^{-5}$ ppm.

Moving $O$ to the bond midpoint means $D_z=1.035$ bohr. With $g_z=1.6137$ bohr$^{-2}$, \eqref{shift} predicts
\begin{equation}
\Delta\sigma^{\rm d}_{xx}=-\tfrac12(5.3251\times10^{-5})(1.035)(1.6137)=-44.5\ {\rm ppm},
\end{equation}
as computed. The paramagnetic part moves by $+37.5$ ppm. The remaining $-7.0$ ppm, 16\% of the diamagnetic shift, is an error of the finite basis, and it takes the isotropic value from $-98$ to $-103$ ppm. In the two larger bases above, $g_z=1.639$ bohr$^{-2}$, the diamagnetic shift is $-45.2$ ppm, and the remainder drops to $-2.55$ ppm (cc-pVQZ) and $+2.15$ ppm (uncontracted set). The 5 ppm exposed by this change of origin is smaller than the change of the isotropic value with the basis. Agreement between the two forms of $\sigma$ therefore says nothing about basis convergence; a change of gauge origin can expose part of the basis error. A small change would not prove convergence: the further shift off the axis described next leaves the isotropic value at $-103$ ppm.

An origin displaced from the midpoint by 1 bohr along $y$ shows why index order matters. The element with moment along $y$ and field along $z$ has a diamagnetic part of 43.0 ppm and a paramagnetic part of $-36.2$ ppm. In the transposed element both vanish. Symmetry requires a total of zero in each case, so the remaining 6.8 ppm is again basis error.

The volume integrals of the currents behave in the same way. For unit field along $x$ and $O=N$, the 14 electrons have mean position $z=1.035$ bohr, and the diamagnetic current integrates to $\tfrac12(14)(1.035)=7.245$ atomic units along $y$. The paramagnetic current gives $-5.898$. Neither part is conserved alone, and the remainder of 1.347 shows that the total is not strictly conserved in this basis. In cc-pVQZ the remainder falls to 0.476.

\section{Where the equality needs more care}

The proof uses the stationarity of the energy. For a method whose energy is not stationary in all its wavefunction parameters, the current must be built from the response density matrix that reproduces $\partial E/\partial m_j$, not from an unrelaxed expectation value. A basis that depends on $\mathbf m$ adds further derivative terms. If the Hamiltonian contains the vector potential outside the kinetic energy, as a gauge-corrected nonlocal pseudopotential does, \eqref{j} is not the full current and the missing term must be added. The spin terms were dropped because the state is a singlet, and the mean value of $h^B_i$ because the state is nondegenerate and real. For a state with nonzero total spin, or a degenerate one, these steps no longer hold in general and have to be reconsidered.

\section*{Numbers as computed}
\begin{verbatim}
N2 RHF, basis cc-pvtz, basis functions: 60
bond length: 2.07 bohr
alpha^2: 5.325135e-05
RHF total energy: -108.983904 hartree
electrons integrated on grid: 14.000000
<sum 1/r_N>: 21.65473 1/bohr
<sum z_N/r_N^3>: 1.61367 1/bohr^2
Biot-Savart shielding; x perpendicular, z along the bond; in ppm
origin nucleus: (0.000, 0.000, 0.000) bohr
  dia: xx 407.228, zz 338.686, iso 384.381 ppm
  para: xx -724.006, zz -0.000, iso -482.671 ppm
  total: xx -316.778, zz 338.686, iso -98.290 ppm
origin midpoint: (0.000, 0.000, 1.035) bohr
  dia: xx 362.760, zz 338.686, iso 354.735 ppm
  para: xx -686.544, zz -0.000, iso -457.696 ppm
  total: xx -323.784, zz 338.686, iso -102.961 ppm
origin off-axis: (0.000, 1.000, 1.035) bohr
  dia: xx 362.760, zz 338.686, iso 354.735 ppm
  para: xx -686.544, zz -0.000, iso -457.696 ppm
  total: xx -323.784, zz 338.686, iso -102.961 ppm
off-axis origin, elements [moment, field]:
  dia: yz 42.965, zy -0.000 ppm
  para: yz -36.195, zy 0.000 ppm
  total: yz 6.770, zy 0.000 ppm
paramagnetic part by three roads (energy, response, current):
  nucleus xx: -724.0061, -724.0061, -724.0061 ppm
  off-axis yz: -36.1954, -36.1954, -36.1953 ppm
largest para difference, current - response: 1.3e-05 ppm
largest dia difference, current - energy: 4.8e-12 ppm
largest iso dia difference, grid - analytic: 1.8e-05 ppm
xx shift nucleus to midpoint, dia: -44.469 ppm
xx shift nucleus to midpoint, para: 37.462 ppm
net y current per unit B_x, origin nucleus, dia: 7.2450 a.u.
net y current per unit B_x, origin nucleus, para: -5.8983 a.u.
isotropic induced field in 10 T: 982.90 microtesla
hydrogen 1s, moment spread over radius 1e-3 and 1e-4 bohr:
  loss in <1/r>: 1.199e-06, 1.200e-08 1/bohr
  m^2 integral: 4.746e+03, 4.793e+04 1/bohr^4
\end{verbatim}
